# Orientational averaging and the Debye pattern of gas electron diffraction

## Result

Let an isotropic gas of molecules scatter fast electrons once and elastically. If atom $j$ has scattering amplitude $f_j(s)$ and atoms $i,j$ are a distance $r_{ij}$ apart, the mean differential cross section per molecule is

$$
I(s)=\sum_j|f_j|^2+2\sum_{i<j}\operatorname{Re}(f_if_j^*)\,\frac{\sin(sr_{ij})}{sr_{ij}} .
$$

The sum includes every pair, bonded or not. A pair term can be negative: it is interference, not an intensity of its own. The whole expression is nonnegative, being the average of a squared modulus.

We assume spherical, independent atoms, a nuclear frame that is fixed during the passage, uniformly distributed orientations, and no correlation between molecules. Hartree atomic units are used in the derivation.

## One atom

Let $\mathbf k$ and $\mathbf k'$ be the incident and outgoing wave vectors, with $|\mathbf k|=|\mathbf k'|=k$. Define $\mathbf s=\mathbf k-\mathbf k'$. For scattering angle $\theta$,

$$
s^2=2k^2(1-\cos\theta)=4k^2\sin^2(\theta/2),\qquad
s=\frac{4\pi}{\lambda}\sin\frac{\theta}{2}.
$$

An electron of total energy $\gamma c^2$ and potential energy $V$ obeys, without spin, $p^2=(\gamma c^2-V)^2/c^2-c^2$. Dropping $V^2/c^2$ leaves $p^2=k^2-2\gamma V$, so

$$
(\nabla^2+k^2)\psi=2\gamma V\psi .
$$

The outgoing Green function is $-e^{ikR}/(4\pi R)$. In the first Born approximation, $\psi$ under the integral is replaced by $e^{i\mathbf k\cdot\mathbf r'}$. Far away in direction $\mathbf n$, $|\mathbf r-\mathbf r'|\simeq r-\mathbf n\cdot\mathbf r'$ and $k\mathbf n=\mathbf k'$. The coefficient of $e^{ikr}/r$ is then

$$
f(s)=-\frac{\gamma}{2\pi}\int V(\mathbf r)e^{i\mathbf s\cdot\mathbf r}\,d^3r .
$$

For nuclear charge $Z$ and electron density $\rho$, Poisson's equation for the electron's potential energy is $\nabla^2V=4\pi(Z\delta-\rho)$. Multiply by $e^{i\mathbf s\cdot\mathbf r}$ and integrate by parts twice. The surface terms vanish for a neutral spherical atom, and the left side becomes $-s^2$ times the transform of $V$. Hence

$$
f(s)=\frac{2\gamma[Z-F(s)]}{s^2},\qquad
F(s)=\int\rho(r)e^{i\mathbf s\cdot\mathbf r}\,d^3r .
$$

Nucleus and electrons enter with opposite signs. At small $s$, spherical symmetry gives $F\simeq Z-\frac{s^2}{6}\int\rho r^2d^3r$. The amplitude therefore stays finite: $f(0)=\frac{\gamma}{3}\int\rho r^2d^3r$.

## One molecule at fixed orientation

Shifting an atom to $\mathbf r_j$ multiplies its transform by $e^{i\mathbf s\cdot\mathbf r_j}$. The molecular amplitude and its squared modulus are

$$
A=\sum_jf_je^{i\mathbf s\cdot\mathbf r_j},\qquad
|A|^2=\sum_{i,j}f_if_j^*e^{i\mathbf s\cdot(\mathbf r_i-\mathbf r_j)} .
$$

Terms with $i=j$ contain no phase and give $\sum_j|f_j|^2$. The terms $(i,j)$ and $(j,i)$ are complex conjugates, so together they are twice a real part.

## Why the intensity is averaged

Let molecule $a$ have position $\mathbf R_a$ and amplitude $A_a$. The gas amplitude is $B=\sum_aA_ae^{i\mathbf s\cdot\mathbf R_a}$. For independent, identically distributed positions and orientations,

$$
\langle|B|^2\rangle=N\langle|A|^2\rangle+N(N-1)|\langle A\rangle|^2|\Phi|^2,
\qquad \Phi=\langle e^{i\mathbf s\cdot\mathbf R}\rangle .
$$

The first term comes from $a=b$, where the position phase cancels. The second comes from $a\ne b$, where independence factorizes the average.

For a uniform spherical gas volume of radius $a$, $\Phi=3j_1(sa)/(sa)$, with $j_1(x)=\sin x/x^2-\cos x/x$. For $sa\gg1$ this gives $|\Phi|^2\lesssim9/(sa)^4$. The second term is then confined to very small angles. Elsewhere the signal per molecule is $\langle|A|^2\rangle$, not $|\langle A\rangle|^2$.

## The orientational average

Rotate the molecule uniformly. All its pair vectors turn together and are correlated, but the average of a sum is the sum of the averages. Each pair needs only its own distribution, and a uniform rotation spreads any fixed vector uniformly over the sphere.

Take $\mathbf s$ as polar axis and let $u$ be the cosine of its angle with $\mathbf r_i-\mathbf r_j$. The solid-angle element is $du\,d\phi$. The azimuth contributes $2\pi$, which the normalization $1/(4\pi)$ reduces to $1/2$:

$$
\left\langle e^{i\mathbf s\cdot(\mathbf r_i-\mathbf r_j)}\right\rangle
=\frac12\int_{-1}^{1}e^{isr_{ij}u}\,du
=\frac{e^{isr_{ij}}-e^{-isr_{ij}}}{2isr_{ij}}
=\frac{\sin(sr_{ij})}{sr_{ij}} .
$$

This factor is real, so the real part in the pair sum acts on $f_if_j^*$ alone. That proves the result. The same integral gives $F(s)=4\pi\int_0^\infty\rho r^2\frac{\sin(sr)}{sr}dr$.

A numerical case tests the step in which correlated pairs are averaged separately. Five atoms sit at $(0.1,0.2,-0.3)$, $(1.9,0.3,0.4)$, $(-0.8,1.7,0.6)$, $(-0.5,-1.2,1.5)$ and $(0.7,-0.9,-1.8)$ bohr. Their amplitudes are $3+i$, $1.5$, $1-0.4i$, $2+0.3i$ and $0.7i$ bohr. At $s=2$ bohr$^{-1}$, an average over all three Euler angles and the ten-pair sum both give $12.143711514$ bohr$^2$. Averaging the amplitude first, with rotations about the coordinate origin, gives $4.230$ bohr$^2$.

## Limits and a polyatomic case

As $s\to0$, every sine factor tends to one and $I\to|\sum_jf_j|^2$: the phases due to the atomic positions vanish, and the amplitudes simply add. With $\sin x/x\simeq1-x^2/6$, the first departure from this at given amplitudes is

$$
I\simeq\Big|\sum_jf_j\Big|^2-\frac{s^2}{3}\sum_{i<j}\operatorname{Re}(f_if_j^*)r_{ij}^2 .
$$

For $sr_{ij}\gg1$ the factor oscillates in $s$ with period $2\pi/r_{ij}$ under an envelope $1/(sr_{ij})$. Different orientations then give different phases and largely cancel.

Consider a rigid tetrahedral molecule AX$_4$ with A–X distance $r$ and real amplitudes. Two A–X vectors have angle cosine $-1/3$, so the X–X distance is $r\sqrt{2-2(-1/3)}=r\sqrt{8/3}$. There are four A–X pairs and six X–X pairs:

$$
I=f_A^2+4f_X^2+8f_Af_X\frac{\sin(sr)}{sr}
+12f_X^2\frac{\sin(sr\sqrt{8/3})}{sr\sqrt{8/3}} .
$$

At $s=0$ this is $(f_A+4f_X)^2$, as required. The nonbonded pairs distinguish this shape from others with the same A–X distance: a planar square would have X–X distances $r\sqrt2$ and $2r$. Mirror images have equal distances and hence equal patterns.

## Quantum rotation and alignment

Suppose the detector does not resolve final rotational states, and their energy differences hardly change $s$. Completeness gives

$$
\sum_f|\langle f|A|i\rangle|^2=\langle i|A^*A|i\rangle .
$$

The classical squared amplitude is thus averaged over the initial quantum orientation density. In a field-free thermal gas that density is isotropic. For a linear rotor with equal populations of all $M$ at given $J$, it is $\sum_M|Y_{JM}|^2/(2J+1)=1/(4\pi)$.

If the gas is aligned, the factor changes. Let a pair axis have weight $1+aP_2(u)$ relative to $\mathbf s$, with $P_2=(3u^2-1)/2$. Write $x=sr$ and $j_0=\sin x/x$. Since $u^2e^{ixu}=-d^2e^{ixu}/dx^2$,

$$
\frac12\int_{-1}^{1}P_2e^{ixu}du=-\frac{3j_0''+j_0}{2}
=j_0+\frac{3j_0'}{x}=-j_2(x),
$$

where $j_0''=-j_0-2j_0'/x$ was used. The pair factor becomes $j_0(x)-a\,j_2(x)$. Isotropy is therefore a real condition on the result.

## Vibration

Electron passage is much faster than nuclear motion, so vibration averages the intensity over distances. Let $r=\bar r+q$, with $q$ Gaussian, of zero mean and variance $l^2$. For $l\ll\bar r$, $1/r\simeq(1-q/\bar r)/\bar r$. The Gaussian averages are

$$
\langle e^{isq}\rangle=e^{-l^2s^2/2},\qquad
\langle qe^{isq}\rangle=-i\frac{d}{ds}\langle e^{isq}\rangle
=isl^2e^{-l^2s^2/2}.
$$

Therefore

$$
\left\langle\frac{e^{isr}}r\right\rangle
\simeq\frac{e^{is\bar r}}{\bar r}e^{-l^2s^2/2}
\left(1-\frac{isl^2}{\bar r}\right)
\simeq\frac{e^{isr_a}}{\bar r}e^{-l^2s^2/2},\quad
r_a=\bar r-\frac{l^2}{\bar r}.
$$

The last step needs $sl^2/\bar r\ll1$. Take the imaginary part and divide by $s$. To this order $\bar r$ may be replaced by $r_a$ in the denominator:

$$
\left\langle\frac{\sin(sr)}{sr}\right\rangle\simeq
e^{-l^2s^2/2}\frac{\sin(sr_a)}{sr_a}.
$$

The mean distance $\bar r$ need not equal the equilibrium distance $r_e$. For $V_{\rm vib}=\frac12\kappa y^2+gy^3$ with $y=r-r_e$, the mean force vanishes in a stationary state. Thus $\kappa\langle y\rangle+3g\langle y^2\rangle=0$. A negative $g$, meaning a softer bond on stretching, lengthens the mean distance.

## Worked example: carbon monoxide

CO has one pair, so its interference can be followed number by number. PBE0/cc-pVTZ supplies the energy curve and the densities; the free-atom densities are spherically averaged. This level has an approximate functional and a finite basis, and is neither exact nor experiment.

The computed equilibrium distance is $112.46$ pm. It is not converged in the basis: cc-pVQZ gives about $112.2$ pm. The digits below serve to follow differences between distances at one level. The vibrational ground state has $\bar r=112.85$ pm and $l=3.33$ pm. Hence

$$
r_a=112.85-\frac{3.33^2}{112.85}=112.75\ \text{pm}.
$$

Anharmonicity adds $0.39$ pm to the distance; the vibrational correction removes $0.10$ pm.

The beam energy is $50$ keV, giving $\gamma=1.098$ and $\lambda=5.355$ pm. At $s=100$ nm$^{-1}$, $\sin(\theta/2)=100(0.005355)/(4\pi)=0.0426$, so $\theta=4.885^\circ$. A flat detector at $250$ mm records this ring at radius $250\tan\theta=21.4$ mm.

There $f_C=19.41$ pm and $f_O=26.66$ pm. The atomic part is

$$
19.41^2+26.66^2\simeq1088\ \text{pm}^2/\text{sr}.
$$

With $sr_e=11.246$, the sine factor is $-0.0861$. The rigid pair term is

$$
2(19.41)(26.66)(-0.0861)\simeq-89\ \text{pm}^2/\text{sr}.
$$

Other values, in pm$^2$/sr, are:

| $s$ (nm$^{-1}$) | atomic | rigid pair | vibrating pair |
|---:|---:|---:|---:|
| 30 | 37230 | −2538 | −2611 |
| 60 | 6477 | 416 | 421 |
| 100 | 1088 | −89.2 | −83.5 |
| 200 | 85.3 | −1.76 | −1.54 |
| 300 | 19.1 | 0.398 | 0.224 |

Vibration slightly enlarges the pair term at the two smallest $s$. At $60$ nm$^{-1}$, damping multiplies it by $e^{-(0.200)^2/2}=0.980$. Replacing $r_e$ by $r_a$ raises $\sin(sr)/(sr)$ by about $3\%$, which outweighs the damping. At $300$ nm$^{-1}$ damping alone gives $0.61$, and the changed phase lowers the term further.

## What independent atoms leave out

The pattern was also computed from the full molecular electron density at fixed $r_e$ and averaged over orientation. Its difference from the independent-atom pattern is $-7.0\%$ of the atomic part at $30$ nm$^{-1}$ ($-7.2\%$ with diffuse functions, aug-cc-pVTZ, which also raise the atomic part there by $0.2\%$). The pair term there is itself only $-6.8\%$ of the atomic part. Redistribution of charge on bonding is thus as large as the interference at this angle, and the independent-atom formula is unreliable for the pair signal.

On the computed points from $100$ to $300$ nm$^{-1}$, spaced by $10$ nm$^{-1}$, the difference is at most $0.14\%$ of the atomic part. Relative to the pair term it can be larger, especially near a zero of the sine.

For a rigid diatomic the formula rearranges to

$$
\frac{s[I-f_C^2-f_O^2]}{2f_Cf_O}=\frac{\sin(sr)}r .
$$

The left side oscillates with period $2\pi/r_e=55.9$ nm$^{-1}$. Fitting $r$ to the noise-free, full-density pattern at those points, with the atomic amplitudes known, gives $112.47$ pm. This differs from the input distance by less than $0.01$ pm. It measures the bonding error of the fit, not the accuracy of an experiment.

## Other corrections and the real measurement

Beyond the Born approximation $f_j=|f_j|e^{i\eta_j}$, and the pair coefficient becomes $2|f_i||f_j|\cos(\eta_i-\eta_j)$. A small-angle eikonal estimate gives each path at impact parameter $b$ a phase $\chi=-v^{-1}\int V\,dz$:

$$
f=-ik\int_0^\infty b\,J_0(sb)(e^{i\chi}-1)\,db .
$$

For weak $\chi$, $e^{i\chi}-1\simeq i\chi$ and $k/v=\gamma$ restore the Born amplitude. For CO the phase difference is $0.029$ rad at $100$ nm$^{-1}$ and $0.105$ rad at $300$ nm$^{-1}$. Its cosine lowers the pair coefficient by $0.04\%$ and $0.55\%$, respectively, at fixed moduli. In a molecule with a heavy metal atom and light ligands, a phase difference of $\pi/2$ would remove the metal–ligand term altogether, so complex amplitudes are needed.

Spin adds a common factor. With $\beta=v/c$ and $p=k$, let $q=p/[c(\gamma+1)]$ be the ratio of lower to upper Dirac components. The spin-averaged squared overlap of the two plane-wave spinors is

$$
\frac{1+2q^2\cos\theta+q^4}{(1+q^2)^2}
=1-\beta^2\sin^2\frac\theta2,\qquad \beta=\frac{2q}{1+q^2}.
$$

It lowers the intensity by $0.28\%$ at $300$ nm$^{-1}$ and leaves the sine factor unchanged. The term $V^2/c^2$ dropped at the start acts in the opposite direction and is larger: in a spinless partial-wave solution it raises the atomic part by about $0.2\%$ at $100$ nm$^{-1}$ and $0.75\%$ at $300$ nm$^{-1}$.

The gas is modelled as uniform, at $300$ K and $5$ Torr over $0.5$ mm; a real jet has a density profile. The number density is $1.61\times10^{23}$ m$^{-3}$ and the elastic cross section, computed from independent atoms for $s$ up to $20$ bohr$^{-1}$, is $3.49\times10^{-22}$ m$^2$; diffuse basis functions raise it by about 1%, and the full molecular density would lower it by about 5%. The mean number of elastic collisions along the path is

$$
(1.61\times10^{23})(3.49\times10^{-22})(0.5\times10^{-3})=0.028 .
$$

Multiple elastic scattering thus enters at the few-percent level, and grows with pressure and path length. Inelastic collisions, not counted here, are roughly as frequent or somewhat more so. Inelastic scattering is a larger contribution than this. At large $s$ the electrons of the molecule scatter independently of one another, and the ratio of the inelastic intensity to the atomic elastic part tends to $(6+8)/(6^2+8^2)=0.14$. The limit is approached from above: a single-determinant estimate gives about $0.4$ at $30$ nm$^{-1}$, $0.18$ at $100$ nm$^{-1}$ and $0.16$ at $300$ nm$^{-1}$. A detector without energy selection records it as background.

Correlation between molecules is small here. To lowest order in the number density $n$, forbidding centres closer than $d=0.4$ nm removes from $\langle|B|^2\rangle$ the amount $Nn|\langle A\rangle|^2\int_{R<d}e^{i\mathbf s\cdot\mathbf R}d^3R$. Since $|\langle A\rangle|^2\le\langle|A|^2\rangle$, this is at most a fraction $n(4\pi/3)d^3=4\times10^{-5}$ of the single-molecule term $N\langle|A|^2\rangle$. During the passage a thermal molecule turns by about $7\times10^{-6}$ rad, which supports the fixed frame. Alignment matters more: $a=0.1$ along $\mathbf s$ changes the sine factor at $100$ nm$^{-1}$ from $-0.086$ to $-0.094$.

For the distance itself, the largest correction sized here is the anharmonic $0.39$ pm; thermal centrifugal stretching adds about $0.04$ pm. The Boltzmann factor of the first excited vibration is $2\times10^{-5}$ with the computed harmonic wavenumber of $2238$ cm$^{-1}$, and $3\times10^{-5}$ with the measured fundamental near $2143$ cm$^{-1}$, so the ground state suffices for CO at $300$ K. A molecule with soft bending or torsional modes needs a thermal average over its actual distance distributions, and a single Gaussian per pair can fail. The numerical output lists the remaining values.

## Computed results

```
Five-atom model, s = 2.0 bohr^-1, 10 pairs
Rotation average, pair sum: 12.143711514, 12.143711514 bohr^2
Square of averaged amplitude: 4.229991 bohr^2
CO level: PBE0/cc-pVTZ; atoms: spin-unrestricted PBE0/cc-pVTZ
Masses C, O: 12.0000, 15.9949 u
Equilibrium distance: 112.462 pm
Harmonic wavenumber: 2238.3 cm^-1
Vibrational mean distance: 112.850 pm
Vibrational width l: 3.328 pm
Effective sine distance r_a: 112.752 pm
Beam energy: 50.0 keV; gamma: 1.09785
Speed/c: 0.41269; wavelength: 5.3553 pm
Camera length: 250.0 mm
Sine period in s: 55.870 nm^-1
s/nm^-1 angle/deg radius/mm f_C/pm f_O/pm
 30   1.4651    6.394  133.7672  139.0543
 60   2.9304   12.797   49.1606   63.7222
100   4.8849   21.366   19.4114   26.6621
150   7.3302   32.160    9.3774   12.4988
200   9.7788   43.087    5.6115    7.3375
250  12.2319   54.197    3.7341    4.8628
300  14.6906   65.542    2.6548    3.4650
s/nm^-1; atomic, rigid pair, vibrating pair, full rigid (pm^2/sr)
 30  37229.7674  -2538.0104  -2611.3642  32083.7956
 60   6477.2766    415.9551    420.6908   6963.9853
100   1087.6679    -89.1653    -83.5031    997.8415
150    244.1542    -12.7468    -11.4212    231.5174
200     85.3274     -1.7590     -1.5436     83.6202
250     37.5897      0.2044      0.0854     37.8119
300     19.0539      0.3983      0.2242     19.4586
Bonding change / atomic part (%) at the same s:
-7.005 1.092 -0.061 0.045 0.061 0.047 0.034
Largest bonding change, s >= 100 nm^-1: 0.136 %
Distance fitted to full-density pattern: 112.470 pm
Eikonal O-C phase at 100 nm^-1: 0.02875 rad; cosine 0.999587
Eikonal O-C phase at 300 nm^-1: 0.10506 rad; cosine 0.994486
Gas: 300 K, 5.0 Torr, path 0.5 mm
Number density: 1.609e+23 m^-3
Elastic cross section: 3.485e-22 m^2
Mean elastic collisions along path: 0.02805
Inelastic/elastic atomic limit at large s: 0.140
Excluded-volume size, d = 0.4 nm: 4.31e-05
Gas-volume coherent bound at 100 nm^-1: 2.43e-16
Relativistic spin reduction at 300 nm^-1: 0.00278
Molecular turn during passage: 6.89e-06 rad
Thermal centrifugal stretch: 0.0364 pm
Excited vibrational Boltzmann factor: 2.18e-05
At 100 nm^-1: sine factor -0.08614; alignment a=0.1 adds -0.00782
```
